\section*{Interface Conductance from Local Energy Density Instead of Arriving Phonons}

\section{A plane that is not there}

Heat flows through a uniform crystal. Draw an imaginary plane across it. Every phonon that reaches the plane passes, and nothing happens there, so the plane should have no thermal resistance. Yet the Landauer formula gives it a finite conductance. At a plane carrying a finite flux, the phonons arriving from the hot side are hotter than those arriving from the cold side, and the formula divides the flux by that difference.

The cure is to state what temperature means beside an interface. A phonon population out of equilibrium can be given the temperature of the equilibrium population with the same energy density. That population includes the phonons leaving the interface as well as those arriving. We derive the conductance for this definition and ask when it may be used.

\section{Model and conventions}

Side 1 fills $x<0$ and side 2 fills $x>0$; heat flows towards $+x$. Each side is an isotropic Debye solid with three acoustic branches of common speed $v_i$, density $\rho_i$ and mode density
\begin{equation}
D_i(\omega)=\frac{3\omega^2}{2\pi^2v_i^3}
\end{equation}
up to a cutoff fixed by the number of primitive cells. We number the sides so that $v_1\ge v_2$, and assume that side 1 then does not have the lower cutoff. The interface scatters elastically, so side-1 modes above the cutoff of side 2 are not transmitted.

Let $\mu_i>0$ be the cosine of the angle to the interface normal. In an isotropic population a fraction $d\mu/2$ of all modes lies in $d\mu$, since $\mu$ runs from $-1$ to $1$. Phonons arriving from side $i$ are assumed isotropic, with Bose--Einstein occupation $n(\omega,T_i^e)$. The emitted temperature $T_i^e$ is that of the distant reservoir that sent them. Write $\Delta^e=T_1^e-T_2^e$, taken small. The spectral and total heat capacities are
\begin{equation}
c_i=\hbar\omega D_i\frac{\partial n}{\partial T},\qquad C_i=\int c_i\,d\omega .
\end{equation}

\section{Reciprocity and the outgoing phonons}

Let $\tau_{12}(\omega,\mu_1)$ be the probability that a phonon arriving from side 1 is transmitted, and $\tau_{21}(\omega,\mu_2)$ the reverse. At a smooth interface the wavevector along the plane is conserved, which is Snell's law:
\begin{equation}
\frac{1-\mu_1^2}{v_1^2}=\frac{1-\mu_2^2}{v_2^2}
\quad\Rightarrow\quad
\frac{\mu_1d\mu_1}{v_1^2}=\frac{\mu_2d\mu_2}{v_2^2}.
\end{equation}
Because $D_iv_i\propto\omega^2/v_i^2$, this says
\begin{equation}
D_1v_1\mu_1d\mu_1=D_2v_2\mu_2d\mu_2 .
\label{eq:phase}
\end{equation}
Paired beams thus carry equal numbers of modes to the plane per unit time. In equilibrium the transmitted powers must cancel, so $\tau_{12}=\tau_{21}$ at paired angles.

Now balance the power leaving into side 1 at $\mu_1$. It consists of reflected phonons from side 1 and transmitted ones from side 2:
\begin{align}
D_1v_1\mu_1d\mu_1\,n_1^{\rm out}
={}&(1-\tau_{12})D_1v_1\mu_1d\mu_1\,n(T_1^e)\nonumber\\
&+\tau_{21}D_2v_2\mu_2d\mu_2\,n(T_2^e).
\end{align}
Dividing by the common factor in (\ref{eq:phase}) gives
\begin{equation}
n_1^{\rm out}=(1-\tau_{12})n(T_1^e)+\tau_{12}n(T_2^e).
\label{eq:out}
\end{equation}
The weights add to one, so equal emitted temperatures leave equilibrium undisturbed. On side 2 the indices are exchanged.

\section{Flux and local temperature}

The flux on side 1 is the arriving power minus the leaving power. By (\ref{eq:out}), $n(T_1^e)-n_1^{\rm out}=\tau_{12}[n(T_1^e)-n(T_2^e)]$, which is $\tau_{12}(\partial n/\partial T)\Delta^e$ to first order. Hence
\begin{align}
q&=\frac12\int d\omega\,\hbar\omega D_1v_1\int_0^1\mu\,
[n(T_1^e)-n_1^{\rm out}]\,d\mu\nonumber\\
&=G_L\Delta^e,\qquad
G_L=\frac12\int d\omega\,c_1v_1\int_0^1\tau_{12}\,\mu\,d\mu .
\label{eq:GL}
\end{align}
This is the Landauer conductance. It is a correct flux law for emitted temperatures.

The energy density beside the plane has no factor $v\mu$. Half of it comes from arriving and half from leaving directions:
\begin{align}
u_1&=\frac12\int d\omega\,\hbar\omega D_1
\left[n(T_1^e)+\int_0^1n_1^{\rm out}d\mu\right]\nonumber\\
&=U_1(T_1^e)-\frac12\Delta^e\int d\omega\,c_1\int_0^1\tau_{12}d\mu ,
\end{align}
where $U_1(T)$ is the equilibrium energy density. Define $T_1$ by $U_1(T_1)=u_1$. To first order $U_1(T_1)=U_1(T_1^e)+C_1(T_1-T_1^e)$, so
\begin{equation}
T_1=T_1^e-\frac{m_{12}}2\Delta^e,\qquad
m_{ij}=\frac1{C_i}\int d\omega\,c_i\int_0^1\tau_{ij}\,d\mu .
\label{eq:T1}
\end{equation}
On side 2 the leaving phonons are hotter than the arriving ones, so the sign is reversed:
\begin{equation}
T_2=T_2^e+\frac{m_{21}}2\Delta^e .
\end{equation}
Subtracting gives
\begin{equation}
T_1-T_2=\left[1-\frac{m_{12}+m_{21}}2\right]\Delta^e .
\end{equation}
With $\Delta^e=q/G_L$, the conductance $G=q/(T_1-T_2)$ and resistance $R=1/G$ are
\begin{equation}
G=\frac{G_L}{1-\frac12(m_{12}+m_{21})},\qquad
R=\frac{1-\frac12(m_{12}+m_{21})}{G_L}.
\label{eq:G}
\end{equation}
Two different averages of $\tau$ appear. The flux weights each direction by $\mu$; the energy density does not. The average $m_{12}$ also counts side-1 modes that cannot cross, because they store energy.

\section{When the resistance vanishes}

Write the numerator of $R$ as $\frac12[(1-m_{12})+(1-m_{21})]$. Neither bracket is negative, since $\tau\le1$ and the weights are positive. With $G_L$ finite, the resistance therefore vanishes only if all modes on both sides are transmitted, apart from sets of zero weight. An imaginary plane meets this condition. There $\int_0^1\mu\,d\mu=\frac12$ gives
\begin{equation}
T_1=T_2,\qquad q=\frac{Cv}{4}(T_1^e-T_2^e).
\end{equation}
The flux stays finite while the local temperature difference is zero.

The old temperature drop has not disappeared. If two black reservoirs face each other across a ballistic crystal, the total resistance between them is still $4/(Cv)$. The local definition places it where the emitted populations meet the reservoirs, not at an arbitrary plane between them.

In a diffusive crystal the drop belongs to the material. Let $\Lambda$ be a mean free path common to all modes. Phonons moving at cosine $\mu$ carry the temperature of the place where they last scattered, so to first order in the gradient their temperature is $T-\Lambda\mu\,dT/dx$. The flux-weighted temperature arriving from the left is
\begin{equation}
2\int_0^1\mu\left(T-\Lambda\mu\frac{dT}{dx}\right)d\mu
=T-\frac23\Lambda\frac{dT}{dx}.
\end{equation}
From the right the sign changes. The difference is $\frac43\Lambda|dT/dx|$, and
\begin{equation}
q=\frac{Cv}4\,\frac43\Lambda\left|\frac{dT}{dx}\right|
=\frac{Cv\Lambda}3\left|\frac{dT}{dx}\right|,
\end{equation}
which is Fourier's law with the kinetic conductivity $k=Cv\Lambda/3$. The Landauer drop is ordinary conduction over $\frac43\Lambda$ of crystal. Adding it to the crystal's resistance would count it twice. A numerical solution for a slab $20\Lambda$ thick between black walls gives 1.33 mean free paths at the midplane.

\section{Acoustic transmission}

For a definite $\tau$, take a scalar displacement wave with modulus $\rho v^2$. This is the law for a shear wave polarized parallel to the plane; we apply it to all three branches and ignore mode conversion. An incident wave of unit amplitude produces a reflected amplitude $r$ and a transmitted amplitude $t$. The normal wavevector is $\omega\mu/v$, so the normal stress is proportional to $\rho v\mu$ times the amplitude. With $A=\rho_1v_1\mu_1$ and $B=\rho_2v_2\mu_2$, continuity of displacement and stress requires
\begin{equation}
1+r=t,\qquad A(1-r)=Bt .
\end{equation}
Inserting the first equation into the second gives $A-B=r(A+B)$. The transmitted fraction of the power is
\begin{equation}
\tau=1-r^2=\frac{4AB}{(A+B)^2}.
\end{equation}
If Snell's law makes $\mu_2$ or $\mu_1$ on the far side imaginary, the far-side term is imaginary, $|r|=1$, and reflection is total.

\subsection*{Equal speeds}

Let the sides have equal speeds and cell densities but density ratio $\eta=\rho_2/\rho_1$. Then $\mu_1=\mu_2$, and $\tau=4\eta/(1+\eta)^2$ at every angle and shared frequency. The integrals give $G_L=Cv\tau/4$ and $m_{12}=m_{21}=\tau$, so
\begin{equation}
R=\frac{4(1-\tau)}{Cv\,\tau}
=\frac4{Cv}\,\frac{(\eta-1)^2}{4\eta}.
\label{eq:equal}
\end{equation}
A small contrast gives a resistance of second order in $\eta-1$. For the silicon-like medium below, $4/(Cv)=0.746\ \mathrm{m^2K/GW}$. At $\eta=1.1$ the corrected resistance is 0.0017 and the Landauer value 0.747 in the same unit. At $\eta=2$ they are 0.093 and 0.839. The Landauer value exceeds the corrected one by $4/(Cv)$ at every contrast, so in relative terms the correction matters most when the interface reflects little.

\subsection*{Diffuse mismatch}

The diffuse mismatch model assumes that a phonon forgets where it came from. Then $\tau_{21}=1-\tau_{12}$ at shared frequencies, independent of angle. Balancing the total power in equilibrium gives
\begin{equation}
\frac{\tau_{12}}{v_1^2}=\frac{1-\tau_{12}}{v_2^2}
\quad\Rightarrow\quad
\tau_{12}=\frac{v_1^2}{v_1^2+v_2^2}.
\end{equation}
Equation (\ref{eq:out}) still holds, because the same balance fixes the weights of the isotropic outgoing population. For identical media $\tau_{12}=\frac12$, $G_L=Cv/8$ and $G=Cv/4$. The resistance remains finite, and rightly so for this model: it describes a plane that randomizes every phonon, which is not an imaginary plane.

\section{A silicon/germanium-like junction}

Take 300 K and a flux of $100\ \mathrm{MW/m^2}$. The rough parameters are $\rho_1=2300$ and $\rho_2=5300\ \mathrm{kg/m^3}$, $v_1=6000$ and $v_2=3600$ m/s, and $2.5\times10^{28}$ and $2.2\times10^{28}$ cells per $\mathrm{m^3}$.

At normal incidence 97\% of the power passes. That suggests a nearly transparent junction, but two restrictions remain. Only 21\% of the silicon-like heat capacity lies below the germanium-like cutoff. On the germanium-like side, phonons more than $36.9^\circ$ from the normal are totally reflected, leaving $0.8<\mu_2\le1$. Hence $m_{12}\le0.21$ and $m_{21}\le0.20$; the computed values are 0.153 and 0.172. With $G_L=243.4\ \mathrm{MW/m^2K}$,
\begin{equation}
G=\frac{243.4}{1-\frac12(0.1531+0.1717)}
=291\ \mathrm{MW/m^2K}.
\end{equation}
The resistance falls from 4.11 to $3.44\ \mathrm{m^2K/GW}$. The emitted difference is $100/243.4=0.411$ K. Local temperatures move inward by 0.031 K on the silicon-like side and 0.035 K on the other, leaving 0.344 K. Full occupations at emitted temperatures of 300.05 and 299.95 K, with the local temperatures found by inverting the energy densities, reproduce (\ref{eq:G}) to within one part in $10^4$.

If the density of side 2 is changed to make the impedances $\rho v$ equal, with speeds and cell densities held fixed, $R$ is still $3.13\ \mathrm{m^2K/GW}$. Matching impedance at normal incidence does not make this junction transparent.

\section{Diffusive leads}

The derivation took the arriving phonons as isotropic. In a diffusive lead they are not. Far from the plane, with one mean free path per side, the gradient adds $3q\mu/(C_1v_1)$ to the temperature of phonons approaching from side 1, and subtracts $3q\mu/(C_2v_2)$ from those approaching from side 2. Suppose this bulk form holds right up to the plane, and let $T_1,T_2$ be the lead temperatures extrapolated to it. Then
\begin{equation}
q=G_L(T_1-T_2)+q(b_{12}+b_{21}),\quad
b_{ij}=\frac{3}{2C_i}\int d\omega\,c_i\int_0^1\tau_{ij}\mu^2d\mu ,
\end{equation}
so $b_{12}+b_{21}$ replaces $\frac12(m_{12}+m_{21})$. If $\tau$ does not depend on angle, $3\int_0^1\mu^2d\mu=1$ and the two corrections agree.

They differ when transmission is confined to a cone. For constant $\tau$ within $0.8<\mu_2\le1$, $b_{21}=\frac12(1-0.8^3)\tau=0.244\tau$, against $m_{21}/2=0.100\tau$. The near-normal phonons that can cross come from deeper in the lead and carry more of the gradient. The silicon-like term also rises, but by a smaller factor. Scaling the germanium-like term by 2.44 and, for a rough estimate, leaving the other unchanged gives
\begin{equation}
R\approx4.109\,(1-0.077-0.209)
\approx2.9\ \mathrm{m^2K/GW}.
\end{equation}
A half-space Boltzmann solution, which also lets the distribution adjust near the plane, gives 2.73. This is 21\% below the isotropic-arrival result, and the estimate accounts for most of the difference. The value 2.73 refers to extrapolated temperatures. In the same diffusive problem the energy-density jump at the plane itself gives 2.99. The shape of the arriving distribution thus lowers the local resistance by 0.45, against 0.67 for the change from emitted to local temperature, and extrapolation through the boundary layers removes a further 0.27.

The near-plane adjustment can also raise the extrapolated resistance. For identical media with $\tau=\frac12$, measure temperatures from the midpoint. The two arriving populations are then opposite, and their equal mixture is zero. Each lead sees a boundary that returns nothing: the Milne problem, whose extrapolation length is $0.7104\Lambda$. With gradient $3q/(Cv\Lambda)$, the two sides give
\begin{equation}
RCv=2(0.7104)(3)=4.26,
\end{equation}
whereas (\ref{eq:equal}) gives 4. At $\tau=0.9$ the kinetic value is 0.495 against 0.444, an excess of 11\% over the formula. At $\tau=1$ both vanish. These are extrapolated jumps. The energy-density jump at the plane itself lies below the formula: in the Milne problem the boundary value is $\Lambda/\sqrt3$ times the gradient, so $RCv=6/\sqrt3=3.46$ at $\tau=\frac12$, and it is 0.34 at $\tau=0.9$.

\section{How far the model reaches}

A serious weakness is the linear dispersion. Real acoustic branches flatten towards the zone boundary, where phonons store energy but move slowly. A sine-shaped branch with the same sound speed and cell density lowers the flux capacity of the germanium-like side to 0.37 of its Debye value. The lower cutoff also leaves fewer silicon-like modes to receive that flux. With sine branches on both sides, the elastic $G_L$ cannot exceed about $80\ \mathrm{MW/m^2K}$ even if every phonon allowed by Snell's law passes, against 243 above. The conductance above is therefore an illustration of the correction, not a prediction for a real silicon/germanium junction.

The transmission law matters too. The form for longitudinal waves in fluids, $A=\rho_1v_1\mu_2$ and $B=\rho_2v_2\mu_1$, gives $G_L=270$ and $G=332\ \mathrm{MW/m^2K}$ instead of 243 and 291. Real junctions may also be rough or intermixed. Fully diffuse scattering gives $G_L=207$ and $G=261\ \mathrm{MW/m^2K}$. Anharmonic processes can open channels that elastic scattering forbids; for scale, $G_L$ would be $780\ \mathrm{MW/m^2K}$ if all germanium-like phonons passed. Optical modes at roughly 60 and 34 meV, assumed to store heat at the emitted temperature without crossing, lower $G$ to $267\ \mathrm{MW/m^2K}$. Other changes are small: $G$ is 296 at 400 K, and 290 for an emitted difference of 50 K centred on 300 K.

Rough conductivities of 150 and 60 W/mK imply mean free paths of 84 and 58 nm in this model. In real silicon much of the heat is carried by phonons with considerably longer paths, so a single value is a crude description. Which temperature to use depends on how the layer thickness compares with the paths that carry the heat. With layers much thicker than the mean free paths, a fit to the linear temperature profiles gives the extrapolated jump, for which the diffusive-lead description is the appropriate one; the value found here assumes one mean free path per side, and a spread of paths would change it. With ballistic leads and black reservoirs, reservoir temperatures go with $G_L$, and temperatures inferred from the energy density between them go with $G$. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Heat flux: 100 MW/m2
Si-like density 2300 kg/m3, speed 6000 m/s, cells 2.50e+28 1/m3
Si-like cutoff 68.38 rad/ps, acoustic C 0.8941 MJ/m3K
Si-like conductivity 150 W/mK, grey mean free path 83.9 nm
Ge-like density 5300 kg/m3, speed 3600 m/s, cells 2.20e+28 1/m3
Ge-like cutoff 39.32 rad/ps, acoustic C 0.8672 MJ/m3K
Ge-like conductivity 60 W/mK, grey mean free path 57.7 nm
Si-like heat capacity share below Ge-like cutoff: 0.2095 (fraction)
Normal-incidence transmission: 0.9742 (fraction)
Critical angle on Ge-like side: 36.87 deg
Density average m12: 0.1531 (fraction)
Density average m21: 0.1717 (fraction)
Landauer G_L: 243.4 MW/m2K
Corrected G: 290.6 MW/m2K
Landauer resistance: 4.109 m2K/GW
Corrected resistance: 3.441 m2K/GW
Emitted temperature difference: 0.4109 K
Local shift on Si-like side: 0.03146 K
Local shift on Ge-like side: 0.03528 K
Local temperature difference: 0.3441 K
Equal speeds, density ratio 1.0: Landauer 0.7457, corrected 0.00000 m2K/GW
Equal speeds, density ratio 1.1: Landauer 0.7473, corrected 0.00169 m2K/GW
Equal speeds, density ratio 2.0: Landauer 0.8389, corrected 0.09321 m2K/GW
Equal impedance, unequal speeds: corrected R: 3.132 m2K/GW
Imaginary-plane emitted drop / gradient: 1.3337 mean free paths
Hopf constant: 0.710446 (number)
Identical media t=0.5: R*C*v kinetic 4.2627, formula 4.0000
Identical media t=0.9: R*C*v kinetic 0.4949, formula 0.4444
Diffusive leads: kinetic resistance: 2.725 m2K/GW
Diffusive leads: kinetic / corrected resistance: 0.7918 (ratio)
Diffuse mismatch G_L: 206.6 MW/m2K
Diffuse mismatch corrected G: 261.3 MW/m2K
Diffuse mismatch, identical media: corrected R: 0.7457 m2K/GW
G_L if all Ge-like phonons passed: 780.4 MW/m2K
Ge-like flux capacity, sine / linear dispersion: 0.3719 (ratio)
Optical energies: 60 and 34 meV
Corrected G with optical heat capacity: 267.1 MW/m2K
Corrected G at 400 K: 295.8 MW/m2K
Corrected G at 50 K emitted difference: 290.2 MW/m2K
\end{verbatim}
